# What a Capacitor Measures on a Tilted Rutile Film

## Problem

A single-crystal rutile film of thickness $d$ lies between two flat, parallel metal electrodes. Its relative permittivity is $a=170$ along the optic axis and $b=86$ across it. The axis is tilted by $\theta=45^\circ$ from the film normal. Each electrode is at one potential and is much wider than $d$. The measured permittivity $\varepsilon_{\rm m}$ is defined by the charge per area,

$$\sigma=\varepsilon_0\varepsilon_{\rm m}\frac{V}{d}.$$

Find $\varepsilon_{\rm m}$. Then find what happens when the film is not wide, and what a real electrode does to the reading.

The film is taken as uniform, linear and free of space charge, and the field as static. The normal is $z$, and the axis lies in the plane $xz$.

## A tempting solution

Flux runs from one plate to the other, so the displacement $\mathbf D$ points along the normal. The voltage is set by the normal field, which follows from the inverse tensor: $E_z=(\varepsilon^{-1})_{zz}D_z/\varepsilon_0$. The inverse tensor has principal values $1/a$ and $1/b$, so

$$\frac1{\varepsilon_{\rm m}}=\frac{\cos^2\theta}{a}+\frac{\sin^2\theta}{b}
=\frac12\left(\frac1{170}+\frac1{86}\right)=\frac{128}{14620},$$

which gives $\varepsilon_{\rm m}=114.2$.

## The fault

The algebra is right, but the first sentence is an assumption about the direction of $\mathbf D$, and the electrodes contradict it. To see this, write out the tensor. With the unit vector $\mathbf c=(\sin\theta,\cos\theta)$ along the axis, $\varepsilon=b\,I+(a-b)\,\mathbf c\mathbf c^{T}$, so that

$$\varepsilon_{xx}=b+(a-b)\sin^2\theta=128,\qquad
\varepsilon_{zz}=b+(a-b)\cos^2\theta=128,$$

$$\varepsilon_{xz}=(a-b)\sin\theta\cos\theta=42 .$$

The determinant is $\Delta=\varepsilon_{xx}\varepsilon_{zz}-\varepsilon_{xz}^2=128^2-42^2=14620=ab$, and the inverse is

$$\varepsilon^{-1}=\frac1\Delta\begin{pmatrix}\varepsilon_{zz}&-\varepsilon_{xz}\\-\varepsilon_{xz}&\varepsilon_{xx}\end{pmatrix}.$$

If $\mathbf D$ were along $z$ throughout, there would be a lateral field $E_x=-\varepsilon_{xz}D_z/(\varepsilon_0\Delta)$, which is not zero. The potential would then vary along the electrode surface, although that surface is at one potential. It is $\mathbf E$, not $\mathbf D$, that must be normal to the electrodes.

## The right solution

Put the lower electrode, $z=0$, at potential zero and the upper one, $z=d$, at $V$. The potential must satisfy $\nabla\cdot(\varepsilon\nabla\phi)=0$. The trial

$$\phi=\frac{Vz}{d}$$

meets both electrode conditions, and it meets the equation because its gradient and the tensor are constant.

No other solution exists for a laterally uniform film, represented by a cell repeated periodically sideways. Let $u$ be the difference of two solutions. It vanishes on both electrodes. Multiplying $\nabla\cdot(\varepsilon\nabla u)=0$ by $u$ and integrating by parts gives

$$\int\nabla u\cdot\varepsilon\nabla u\,dV=0,$$

since the surface terms vanish on the electrodes and cancel between opposite sides of the cell. Both principal values are positive, so $\nabla u=0$, and hence $u=0$.

Therefore $E_x=0$ and $E_z=-V/d$. The displacement is

$$D_z=-\varepsilon_0\varepsilon_{zz}\frac Vd,\qquad D_x=-\varepsilon_0\varepsilon_{xz}\frac Vd .$$

Gauss's law at the upper electrode, whose outward normal points down into the film, gives $\sigma=-D_z$. Hence

$$\boxed{\varepsilon_{\rm m}=\varepsilon_{zz}=a\cos^2\theta+b\sin^2\theta=\frac{170+86}{2}=128.}$$

The lateral displacement is $42/128=0.328$ of the normal one. It runs parallel to the electrodes and so puts no charge on them. A numerical solution of the full equation in a periodic cell, which leaves the field free to turn sideways, also gives 128.00.

## When 114 is right

Now cut the film into a strip of width $W$ in $x$, long in $y$, with side walls that no displacement crosses. This idealizes surroundings of much lower permittivity between electrodes that extend far beyond the strip, with the capacitance of the surroundings alone subtracted. If the electrodes are only as wide as a tall pillar, the field outside adds charge and flux leaks through the walls; at $W/d=1/16$ this raises the reading by more than 10 even in vacuum, and by more in a narrower pillar. If the strip is a tall pillar, $W\ll d$, the walls impose $D_x=0$ over most of its height:

$$\varepsilon_{xx}E_x+\varepsilon_{xz}E_z=0\quad\Rightarrow\quad E_x=-\frac{\varepsilon_{xz}}{\varepsilon_{xx}}E_z=-0.328\,E_z .$$

Inserting this in $D_z=\varepsilon_0(\varepsilon_{xz}E_x+\varepsilon_{zz}E_z)$ gives

$$\varepsilon_{\rm open}=\varepsilon_{zz}-\frac{\varepsilon_{xz}^2}{\varepsilon_{xx}}=\frac{\Delta}{\varepsilon_{xx}}=\frac1{(\varepsilon^{-1})_{zz}}=128-13.78=114.22 .$$

This is the tempting value. The pillar's ends are still equipotential, but they force $E_x=0$ only near themselves, over a height of order $W$. Equipotential electrodes alone therefore do not give 128; they must also be wide. The two values differ by $(a-b)^2\sin^2\theta\cos^2\theta/\varepsilon_{xx}$, which vanishes at $\theta=0$ and $90^\circ$, where the normal is a principal direction.

## Between the two limits

Let $e(W/d)$ be the permittivity measured on the strip, and let $q=eVW/d$ be the charge per length on the upper electrode, divided by $\varepsilon_0$. The vector $\mathbf F=\mathbf D/\varepsilon_0=-\varepsilon\nabla\phi$ has no divergence, so it can be written with a stream function $\psi$:

$$\mathbf F=(\partial_z\psi,-\partial_x\psi)=R\nabla\psi,\qquad R=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Then $\nabla\phi=-\varepsilon^{-1}R\nabla\psi$. Multiplying by $R$, and using $-R\varepsilon^{-1}R=\varepsilon/\Delta$, which follows from the inverse written above, gives

$$(\partial_z\phi,-\partial_x\phi)=\frac{\varepsilon}{\Delta}\nabla\psi .$$

The left side has zero divergence, so $\psi$ obeys the same kind of equation as $\phi$, with tensor $\varepsilon/\Delta$. Its boundary conditions are exchanged:

- On the side walls $F_x=\partial_z\psi=0$, so $\psi$ is constant on each. The difference between the walls is $-\int F_z\,dx=q$.
- On the electrodes $\partial_x\phi=0$, so no flux of $(\varepsilon/\Delta)\nabla\psi$ crosses them.
- The flux through a side wall is $\int_0^d\partial_z\phi\,dz=V$.

The walls thus act as electrodes of width $d$ at distance $W$. At $45^\circ$, $\varepsilon_{xx}=\varepsilon_{zz}$, so exchanging $x$ and $z$ leaves the tensor unchanged, and the permittivity of this second problem is $e(d/W)/\Delta$. Hence

$$V=\frac{e(d/W)}{\Delta}\,\frac dW\,q=\frac{e(d/W)\,e(W/d)}{\Delta}\,V
\quad\Rightarrow\quad e(W/d)\,e(d/W)=ab .$$

A square section must measure $\sqrt{170\cdot86}=120.91$; the numerical solution gives 120.92. For $W/d=8$ and $1/8$ it gives 127.05 and 115.08, and for $1/16$ it gives 114.65, on the way to 114.22.

For a wide strip the disturbance sits near the two side walls, in regions whose size is set by $d$. The missing charge then does not grow with $W$, and

$$e\simeq128-k\,\frac dW .$$

The numerical value at $W/d=16$ is 127.52, which before rounding gives $k\approx7.6$; the value at $W/d=8$ gives the same to this accuracy. These numbers carry a small mesh error: refining the mesh lowers 127.05 to 127.04 and raises $k$ to about 7.7.

## Stacks and electrodes

In a laterally uniform stack the same argument gives $E_x=0$ in every layer, while $D_z$ is common to all. The voltages add, $V=(\sigma/\varepsilon_0)\sum_i t_i/\varepsilon_{zz,i}$, where $t_i$ is the thickness of layer $i$. The thickness of silicon dioxide (permittivity 3.9) with the same capacitance is therefore

$$t_{\rm eq}=3.9\sum_i\frac{t_i}{\varepsilon_{zz,i}} .$$

Take a rutile film with $d=50$ nm, a strip width of 10 µm and a signal of 0.1 V. The field is $0.1\ \text{V}/50\ \text{nm}=0.020$ MV/cm, and the normal displacement is 0.2267 µC/cm². The capacitance density is 2.267 µF/cm², against 2.023 µF/cm² if 114 were used. The equivalent thickness is $3.9\cdot50/128=1.523$ nm, against 1.707 nm. The wrong formula thus misplaces 0.184 nm.

A real metal lets the field in. With linear screening, the potential inside it obeys $\phi''=(\phi-\phi_M)/\lambda^2$, where $\phi_M$ is its bulk value, so the deviation decays as $e^{-s/\lambda}$ with depth $s$. If the metal's background permittivity is 1, the field at its surface has size $\sigma/\varepsilon_0$, and the potential drop is this field times $\lambda$. Two electrodes give

$$V=\frac{\sigma}{\varepsilon_0}\left(\frac d{\varepsilon_{zz}}+2\lambda\right),\qquad
\varepsilon_{\rm app}=\frac{d}{d/\varepsilon_{zz}+2\lambda}.$$

The drop is laterally uniform, so $E_x$ stays zero. For an assumed $\lambda=0.05$ nm the added equivalent thickness is $3.9\cdot0.10=0.390$ nm, about twice the difference in dispute. The 50 nm film then reads

$$\varepsilon_{\rm app}=\frac{50}{0.3906+0.10}=101.9,$$

and a 100 nm film reads 113.5. The second number lies close to 114.2 by coincidence: it comes from the electrodes, not from a normal $\mathbf D$. A single reading near 114 therefore does not decide between the formulas.

Two thicknesses do, provided that tilt, film quality and electrodes are the same in both. Since $d/\varepsilon_{\rm app}=d/\varepsilon_{zz}+2\lambda$, subtraction removes $\lambda$:

$$\varepsilon_{zz}=\frac{100-50}{100/113.5-50/101.9}\ \longrightarrow\ 128.00,$$

where the value quoted uses the unrounded readings. The subtraction amplifies errors: readings off by $+3\%$ at 50 nm and $-3\%$ at 100 nm return 115.7, and a $\lambda$ larger by 0.01 nm in the thicker sample returns 121.8. The test decides only if readings and thicknesses are known to about one per cent.

## Beside a real capacitor

The principal permittivities are rough room-temperature values for rutile. Of the assumptions whose cost is estimated here, ideal metal costs most: giving it up moves the 50 nm reading from 128 to about 102, for a screening length that is itself a rough guess. The ranking depends on that guess: for $\lambda$ below about 0.012 nm the shift is smaller than the one from warming given next. In thinner films the same added thickness weighs more.

The other shifts are smaller. Warming by 60 K, with an assumed coefficient of $-10^{-3}$ per kelvin, lowers 128 by 7.7. One degree of extra tilt lowers it by 1.5. With insulating side walls the finite width lowers it by 0.04. If an electrode ends at the sides of the strip, the field outside acts the other way: in silicon dioxide it raises the reading on a scale of 0.02, times a logarithmic factor not evaluated here. The sum of the two shifts, and even its sign, depends on how far each electrode extends: for thin electrodes it is about $+0.01$ if both end at the sides, $+0.06$ if only the upper one does, and $-0.04$ if both extend and the surroundings are subtracted. If the film is left uncut and only the upper electrode is patterned, with air above, the fringe field runs in the rutile itself and raises the reading by about 0.6. An assumed cubic nonlinearity, $E=D/(\varepsilon_0\varepsilon)+\beta D^3$, lowers the differential permittivity, given by the slope $dD/dE$ at 0.1 V, by about $2\times10^{-4}$ of its value; the ratio $D/E$, which defines $\varepsilon_{\rm m}$, drops by a third of that. The field is 0.02 of an assumed breakdown field of 1 MV/cm. For an assumed 1 eV barrier at 300 K, without image lowering, thermionic leakage gives a loss tangent near $10^{-9}$ at 100 kHz, and direct tunnelling is negligible; conduction through defects is not included. Nor are strain, grain boundaries and altered interface layers. In a film of many grains with different tilts the lateral field need not vanish inside, and the reading depends on the grain width. Columnar grains of equal width tilted alternately by $+45^\circ$ and $-45^\circ$ have $D_x=0$ on their boundaries by mirror symmetry, so each acts as the strip above: the film reads close to 128 when the grains are much wider than $d$ and approaches 114.2 when they are much narrower, even between wide electrodes. The numerical output below lists most of these sizes with their inputs.

## Values computed for the example and the checks

```
eps along axis, across axis: 170, 86
tilt: 45 deg
eps_xx, eps_zz, eps_xz: 128.0, 128.0, 42.0
wide film, formula: 128.00
wide film, finite elements: 128.00
zero lateral displacement: 114.22
difference of the two: 13.78
lateral/normal D in film: 0.328
lateral/normal E in pillar, numeric: -0.328
strip W/d = 16, numeric: 127.52
strip W/d = 8, numeric: 127.05
strip W/d = 1, numeric: 120.92
square, sqrt(170*86) law: 120.91
strip W/d = 1/8, numeric: 115.08
strip W/d = 1/16, numeric: 114.65
edge coefficient k: 7.63
test stack (45 deg, SiO2, 20 deg), numeric: 14.374
test stack, series formula: 14.374
film thicknesses: 50, 100 nm
strip width: 10 um; signal: 0.1 V
SiO2 permittivity: 3.9
Next values: 50 nm film, ideal electrodes
normal field: 0.020 MV/cm
normal D: 0.2267 uC/cm2
lateral D: 0.0744 uC/cm2
capacitance density: 2.267 uF/cm2
same if 114 were used: 2.023 uF/cm2
equivalent oxide thickness: 1.523 nm
same if 114 were used: 1.707 nm
Electrode screening (rough length)
screening length: 0.05 nm per electrode
added equivalent thickness: 0.390 nm
apparent eps, 50 nm film: 101.9
apparent eps, 100 nm film: 113.5
eps from thickness slope: 128.00
Other neglected effects, 50 nm film
finite width, shift of eps: -0.038
outside field, eps_SiO2*d/W (log omitted): 0.019
tilt error of +1 deg, shift of eps: -1.47
assumed thermal coefficient: -1e-03 per K
warming by 60 K, shift of eps: -7.7
assumed cubic coefficient: 1e+10 V m5/C3
nonlinearity, relative drop of eps: 1.7e-04
assumed barrier: 1.0 eV at 300 K
thermionic leakage: 1.7e-10 A/cm2
leakage loss tangent at 100 kHz: 1.2e-09
log10 of tunnelling factor (free mass): -222
assumed breakdown field: 1 MV/cm
field/breakdown field: 0.020
```
